# Phonon effects on the amplitude of de Haas–van Alphen oscillations, part 2

We ask which mass enters the thermal damping of de Haas–van Alphen (dHvA) oscillations, and whether thermal phonons add a Dingle factor. Units are $\hbar=k_B=1$, with energies and temperatures in meV. The metal is in the normal state, and $\alpha^2F(\Omega)$ is held fixed as temperature and field vary.

The Matsubara frequencies are $\omega_n=(2n+1)\pi T$ and $\nu_l=2\pi lT$. The band energy $\xi$ is measured from the chemical potential, and the density of states per spin is a constant $N_0$ for $-W<\xi<W$. The Migdal self-energy, with coupling $g^s$, phonon frequencies $\Omega_s$ and the static tadpole absorbed in the band energies, is

$$\Sigma(\mathbf k,i\omega_n)=-T\sum_m\sum_{\mathbf k's}|g^{s}_{\mathbf{kk'}}|^2\,\mathcal D_s(i\omega_n-i\omega_m)\,G(\mathbf k',i\omega_m),\qquad \mathcal D_s(i\nu)=-\frac{2\Omega_s}{\Omega_s^2+\nu^2}.\tag{1}$$

After averaging over the Fermi surface it becomes (3), with the even function (2), which decreases with $|\nu|$:

$$\lambda(\nu)=2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\frac{\Omega}{\Omega^2+\nu^2},\qquad \lambda\equiv\lambda(0),\tag{2}$$

$$\Sigma(i\omega_n)=T\sum_m\lambda(\nu_{n-m})\int_{-W}^{W}d\xi\,G(\xi,i\omega_m).\tag{3}$$

Write $\Sigma(i\omega_n)=-i\zeta_n$, $\tilde\omega_n=\omega_n+\zeta_n=Z_n\omega_n$ and $G=1/(i\tilde\omega_n-\xi)$. Then

$$\int_{-W}^{W}d\xi\,G(\xi,i\omega_m)=-2i\arctan\frac{W}{\tilde\omega_m}\;\xrightarrow{\;W\to\infty\;}\;-i\pi\,\mathrm{sgn}\,\tilde\omega_m=-i\pi\,\mathrm{sgn}\,\omega_m .\tag{4}$$

In the wide band, for $n\ge0$,

$$\zeta_n=\pi T\sum_{l=-n}^{n}\lambda(\nu_l)=\pi T\Big[\lambda+2\sum_{l=1}^{n}\lambda(\nu_l)\Big].\tag{6}$$

$$Z_n=1+\frac{1}{2n+1}\sum_{l=-n}^{n}\lambda(\nu_l),\qquad Z_0=1+\lambda .\tag{7}$$

The second relation in (7), valid at every $T$, is the first-Matsubara-frequency rule, called "the rule" below. The large-$n$ limit of $\zeta_n$ is

$$\zeta_\infty=\pi T\sum_{l=-\infty}^{\infty}\lambda(\nu_l)=\pi\int d\Omega\,\alpha^2F(\Omega)\coth\frac{\Omega}{2T}.\tag{14}$$

A program checks the formulas numerically. Its worked example has $\alpha^2F=\lambda\Omega^2/\Omega_D^2$ for $\Omega<\Omega_D$, with $\lambda=1.5$, $\Omega_D=5$ meV, band mass $m_b=0.5\,m_e$ and field $B=10$ T.

### Finite bandwidth and impurities

The rule rests on (4), and it fails when the integrated Green function depends on $|\tilde\omega_m|$. For finite $W$, insert (4) in (3) and fold the negative frequencies onto the positive ones with $m\to-m-1$, under which $\tilde\omega$ changes sign and $n-m\to n+m+1$:

$$\zeta_n=2T\sum_{m\ge0}\big[\lambda(\nu_{n-m})-\lambda(\nu_{n+m+1})\big]\arctan\frac{W}{\tilde\omega_m}.\tag{21}$$

Use $\arctan(W/\tilde\omega)=\pi/2-\arctan(\tilde\omega/W)$. For $n=0$ the constant $\pi/2$ multiplies the telescoping sum $\sum_m[\lambda(\nu_m)-\lambda(\nu_{m+1})]=\lambda$ and reproduces $\pi T\lambda$. In the rest, the weights fall as $m^{-3}$ while $\tilde\omega_m$ grows as $m$, so the linearised sum converges, and to first order in $1/W$ the wide-band $\tilde\omega_m$ may be used. Dividing by $\omega_0=\pi T$,

$$\delta Z_0=-\frac{2S}{\pi W},\qquad S=\sum_{m\ge0}\big[\lambda(\nu_m)-\lambda(\nu_{m+1})\big]\tilde\omega_m .\tag{22}$$

Every term of $S$ is positive, so a finite band lowers $Z_0$. The part of $S$ that comes from the bare $\omega_m$ can be summed by parts: $\lambda(\nu_l)$ appears with $\omega_l-\omega_{l-1}=2\pi T$ for $l\ge1$ and with $\omega_0=\pi T$ for $l=0$, and the total is $\zeta_\infty$ of (14). Hence $S>\zeta_\infty$. For $\lambda$ of order one or smaller the correction is of the order of a phonon energy times $\lambda$ over $W$ at low temperature, grows with $T/W$ at high temperature, and in either case makes $Z_0$ depend on $T$. The vertex corrections dropped in (1) are, by Migdal's argument, of a comparable order, phonon energy over electronic energy, and are not included in (22). A density of states with structure on the phonon scale, such as a van Hove singularity or a nearby band edge, removes the small parameter, and the rule is then lost.

Static point impurities of concentration $n_i$ and potential $u_i$ give, in the Born approximation, $\Sigma_{\rm imp}=n_iu_i^2N_0\int d\xi\,G$. By (4) this is $-i\Gamma_{\rm imp}\,\mathrm{sgn}\,\omega_n$ with $\Gamma_{\rm imp}=\pi n_iu_i^2N_0$. Since (4) is blind to the size of $\Sigma$, phonons and impurities do not influence each other in the wide band:

$$\tilde\omega_n=\omega_n+\zeta_n+\Gamma_{\rm imp}\quad(n\ge0),\qquad \tilde\omega_0=\pi T(1+\lambda)+\Gamma_{\rm imp}.\tag{23}$$

Impurity scattering has the same form as the $l=0$ phonon term, but with a coefficient independent of $T$. That difference in temperature dependence is what makes one a mass and the other a Dingle broadening.

### Oscillations from a ladder of Landau levels

Consider first two dimensions and one spin direction; spin splitting is left out. The levels are $\varepsilon_j=\omega_c(j+\tfrac12)$ from the band bottom, where $\omega_c=eB/m_b$ contains the band mass $m_b$, and each level holds $d=N_0\omega_c$ states per unit area. The chemical potential $\mu\gg\omega_c$ is held fixed. The self-energy is taken to depend on frequency only. This is a property of (1) for dispersionless modes with a local coupling, and it is the isotropic approximation otherwise. The energy integral of (3) is replaced by a sum over levels,

$$g_n=\omega_c\sum_j\frac{1}{z_n-\varepsilon_j},\qquad z_n=\mu+i\omega_n-\Sigma(i\omega_n),\qquad \Sigma(i\omega_n)=T\sum_m\lambda(\nu_{n-m})\,g_m .\tag{24}$$

The wide-band limit now means extending the ladder to $j=\pm\infty$ and summing symmetrically; the ends of the true ladder are far from $\mu$ and contribute terms that are smooth in $\mu$. If the ladder extends a distance $W_1$ below $\mu$ and $W_2$ above it, the smooth part of $g_n$ is $\ln[(x+W_1)/(x-W_2)]$ with $x=z_n-\mu$, which tends to $\ln(W_1/W_2)-i\pi$ for $n\ge0$. The real logarithm vanishes only for $W_1=W_2$; otherwise (24) and (14) turn it into the real self-energy $(\zeta_\infty/\pi)\ln(W_1/W_2)$, the same for all $n$. This shift, which depends on $T$ through $\zeta_\infty$, is absorbed in $\mu$ from here on, and what remains is of the $1/W$ type treated above. The partial-fraction series $\sum_j1/(w-j)=\pi\cot\pi w$ with $w=z/\omega_c-\tfrac12$ gives $g=-\pi\tan(\pi z/\omega_c)$. For $n\ge0$ define $y_n=e^{2\pi iz_n/\omega_c}$, which has $|y_n|<1$ because $\mathrm{Im}\,z_n>0$. From $\tan\phi=-i(e^{2i\phi}-1)/(e^{2i\phi}+1)$,

$$g_n=-i\pi\,\frac{1-y_n}{1+y_n}=-i\pi+\delta g_n,\qquad \delta g_n=2\pi i\,\frac{y_n}{1+y_n},\qquad g_{-n-1}=g_n^* .\tag{25}$$

The first term is (4) again and generates the zero-field self-energy (6). The second oscillates with $\mu/\omega_c$. The particle density is $\rho=dT\sum_n\sum_jG_j(i\omega_n)e^{i\omega_n0^+}=N_0T\sum_ng_ne^{i\omega_n0^+}$, and its oscillating part is

$$\rho_{\rm osc}=2N_0T\,\mathrm{Re}\sum_{n\ge0}\delta g_n .\tag{26}$$

First evaluate (26) with $\Sigma$ fixed at its zero-field value $-i\zeta_n$. Then $y_n=e^{i\theta}e^{-2\pi\tilde\omega_n/\omega_c}$ with $\theta=2\pi\mu/\omega_c$. Expand $y/(1+y)=\sum_{r\ge1}(-1)^{r+1}y^r$ and use $\mathrm{Re}(2\pi ie^{ir\theta})=-2\pi\sin r\theta$:

$$\rho_{\rm osc}=4\pi N_0T\sum_{r\ge1}(-1)^r\sin(r\theta)\,A_r,\qquad A_r=\sum_{n\ge0}\exp\!\Big(-\frac{2\pi r\,\tilde\omega_n}{\omega_c}\Big).\tag{27}$$

The grand potential per unit area $J$ obeys $\rho=-\partial J/\partial\mu$. $A_r$ does not depend on $\mu$, and $\int\sin r\theta\,d\mu=-(\omega_c/2\pi r)\cos r\theta$, so

$$J_{\rm osc}=2dT\sum_{r\ge1}\frac{(-1)^r}{r}\cos(r\theta)\,A_r .\tag{28}$$

The magnetisation is $M=-\partial J/\partial B$. The phase varies as $\partial\theta/\partial B=-\theta/B$. The prefactor $d$ has logarithmic derivative $1/B$ and $A_r$ has one of order $rX/B$, with $X$ defined in (35), so for $\theta\gg1,X$ only the phase need be differentiated:

$$M_{\rm osc}=-\frac{2dT\theta}{B}\sum_{r\ge1}(-1)^r\sin(r\theta)\,A_r .\tag{29}$$

The phase $\theta=2\pi m_b\mu/eB$ is the Fermi-surface area $2\pi m_b\mu$ divided by $eB$. It is untouched by the coupling because $\Sigma(i\omega_n)$ is purely imaginary once the constant real shift of an asymmetric ladder has been absorbed in $\mu$. All the effect of the phonons is in $A_r$, the Engelsberg–Simpson damping sum. In three dimensions each value of $k_z$ carries such a ladder with $\mu$ replaced by $\mu-k_z^2/2m_z$. The $k_z$ integral acts on the trigonometric factor only, and $A_r$ comes out in front unchanged.

The program tests the Fourier analysis behind (28) by summing $\ln|\varepsilon_j-z_n|$ over 4000 explicit levels at fixed $\Sigma$; $-dT$ times the sum of these logarithms over $j$ and $n$ has $-\rho$ as its $\mu$ derivative. For the model of the worked example at $T=0.05$ meV the projected harmonics are $A_1=0.3928526$ and $A_2=0.1204759$, equal to (27) in all printed digits.

### The oscillating part of the self-energy

The term $\delta g$ in (25) feeds back into $\Sigma$ through (24). The tadpole, absorbed in the band energies, is held at its zero-field value; its oscillating part would be a frequency-independent shift, to which the smooth density does respond, and it is not included in what follows. In the wide band the smooth term $-i\pi$ does not respond to $\delta\Sigma$, so $\delta\Sigma$ enters (26) only through $y_n$, which is already of first order in the oscillation. (For a band of half-width $W$ the smooth part $\ln[(z+W)/(z-W)]$ has slope $1/(z+W)-1/(z-W)\simeq+2/W$ in $z$; since $\delta z_n=-\delta\Sigma_n$, this adds $-(2/W)N_0T\sum_n\delta\Sigma_n$ to the density. By (24) and (14), $T\sum_n\delta\Sigma_n=(\zeta_\infty/\pi)\,T\sum_m\delta g_m$, so the relative change of $\rho_{\rm osc}$ is $-2\zeta_\infty/\pi W$, of the order already neglected.) An oscillation of the phonon propagator also reaches the density only through $\delta\Sigma$ and so also enters beyond first order; it is not included in the numbers below.

The size of the feedback can be found when $n=0$ and its partner $n=-1$ dominate. Let $q=y/(1+y)$ for $n=0$, so $\delta g_0=2\pi iq$ and $\delta g_{-1}=-2\pi iq^*$. Then $\delta\Sigma_0=2\pi iT[\lambda q-\lambda(\nu_1)q^*]$, and $y=y_0\exp(-2\pi i\,\delta\Sigma_0/\omega_c)$ becomes

$$y=y_0\,e^{E},\qquad E=aq-bq^*,\qquad a=\frac{4\pi^2T\lambda}{\omega_c},\qquad b=\frac{4\pi^2T\lambda(\nu_1)}{\omega_c},\tag{30}$$

where $y_0=|y_0|e^{i\theta}$ is the value at fixed $\Sigma$. Solve by orders in $|y_0|$, with $q=y-y^2+y^3$ and superscripts denoting the order. At first order $q^{(1)}=y_0$ and $E^{(1)}=ay_0-by_0^*$. At second order $y^{(2)}=y_0E^{(1)}=ay_0^2-b|y_0|^2$, and

$$q^{(2)}=y^{(2)}-y_0^2=(a-1)y_0^2-b|y_0|^2 .\tag{31}$$

At third order $y^{(3)}=y_0[E^{(2)}+\tfrac12(E^{(1)})^2]$ with

$$E^{(2)}=a(a-1)y_0^2+(b^2-ab)|y_0|^2-b(a-1)y_0^{*2},\qquad \tfrac12(E^{(1)})^2=\tfrac12a^2y_0^2-ab|y_0|^2+\tfrac12b^2y_0^{*2},\tag{32}$$

and $q^{(3)}=y^{(3)}-2y_0y^{(2)}+y_0^3$. The first harmonic consists of the terms in $e^{\pm i\theta}$. The coefficient of $|y_0|^2y_0$ is $b^2-2ab$ from $y^{(3)}$ plus $2b$ from $-2y_0y^{(2)}$. The coefficient of $|y_0|^2y_0^*$ is $\tfrac12b^2-ab+b$. The density (26) is proportional to $\mathrm{Im}\,q$, in which $y_0$ and $y_0^*$ enter with opposite signs, so relative to the fixed-$\Sigma$ value $|y_0|\sin\theta$ the first harmonic changes by

$$\frac{\delta A_1}{A_1}=\big[(b^2-2ab+2b)-(\tfrac12b^2-ab+b)\big]|y_0|^2=\big(\tfrac12b^2-ab+b\big)|y_0|^2 .\tag{33}$$

The fundamental is protected up to relative order $|y_0|^2$ times the polynomial in $a$ and $b$ of (33), which is exponentially small when $n=0$ dominates. The second harmonic is not protected in two dimensions. At fixed $\Sigma$ it is $-y_0^2$, and (31) replaces this by $(a-1)y_0^2$:

$$A_2\;\to\;(1-a)\,A_2\qquad(\text{two dimensions, }n=0\text{ dominant}).\tag{34}$$

Since $a=2X\lambda/(1+\lambda)$, with $X$ of (35), is not small in this regime unless $\lambda$ is small, (27) for $r\ge2$ describes the fixed-$\Sigma$ problem only. In three dimensions the $g_m$ in (24) is averaged over $k_z$. The phase $\theta-\pi k_z^2/m_z\omega_c$ is stationary over a window $\sqrt{m_z\omega_c}$ out of a range $\sqrt{m_z\mu}$, so $\delta\Sigma$, and with it $a$ and $b$, is reduced by a factor of order $\sqrt{\omega_c/\mu}$. The expansion (30) says nothing about a two-dimensional ladder at temperatures so low that $|y_0|$ is of order one. From here on we discuss $A_1$, and statements about its low-temperature form refer to fixed $\Sigma$. In three dimensions this is the limit $\omega_c/\mu\to0$, approached slowly: when $|y_0|$ is of order one, the second harmonic mixes with the conjugate first harmonic of $\delta\Sigma$ and changes $A_1$ already at first order in $\sqrt{\omega_c/\mu}$. This feedback is small compared with one, but not necessarily compared with the small excesses over the Lifshitz–Kosevich form computed below.

### Comparison with the Lifshitz–Kosevich form

For free electrons of mass $m_b(1+\lambda)$ one would have $\tilde\omega_n=(2n+1)\pi T(1+\lambda)$ in (27), and the geometric series would give the Lifshitz–Kosevich (LK) factor

$$A_{\rm LK}=\sum_{n\ge0}e^{-(2n+1)X}=\frac{1}{2\sinh X},\qquad X=\frac{2\pi^2T(1+\lambda)}{\omega_c}.\tag{35}$$

Multiplied by $2X$, which is proportional to the prefactor $T$ in (29), this is the thermal factor $X/\sinh X$. By (7) and (23), the true sum is

$$A_1=e^{-2\pi\Gamma_{\rm imp}/\omega_c}\Big[e^{-X}+\sum_{n\ge1}e^{-2\pi Z_n\omega_n/\omega_c}\Big].\tag{36}$$

The impurity width factors out of every term as the Dingle factor. The $n=0$ term equals the first term of (35) at any temperature and contains no further phonon factor. Each term with $n\ge1$ is larger than its LK counterpart because $Z_n<1+\lambda$, so in the clean case $A_1>A_{\rm LK}$: at fixed $\Sigma$ the phonons damp the oscillation less than the enhanced-mass LK formula says. In two dimensions the feedback (33) comes on top of this; it can be negative and can outweigh the excess. There are two regimes in which the excess is small.

The first is high temperature relative to $\omega_c$. From (6), $\tilde\omega_{n+1}-\tilde\omega_n=2\pi T[1+\lambda(\nu_{n+1})]>2\pi T$, so

$$\frac{(n=1\ \text{term})}{(n=0\ \text{term})}=\exp\!\Big[-\frac{4\pi^2T\,(1+\lambda(\nu_1))}{\omega_c}\Big]<e^{-4\pi^2T/\omega_c},\tag{37}$$

and the later terms are bounded by a geometric series with ratio $e^{-4\pi^2T/\omega_c}$. For $4\pi^2T\gg\omega_c$ the amplitude is $e^{-X}$ with exponentially small corrections, whatever the ratio of $T$ to the phonon energies.

The second is low field relative to the phonon energies. As $T\to0$ the sums become integrals, $2\pi T\sum_n\to\int d\omega$, and (6) becomes $\zeta(\omega)=\int_0^\omega\lambda(\nu)d\nu$. With $s=\omega_c/[2\pi(1+\lambda)]$ and $\Delta(\omega)=\int_0^\omega[\lambda-\lambda(\nu)]d\nu\ge0$,

$$\frac{A_1}{A_{\rm LK}}\to\frac1s\int_0^\infty d\omega\,e^{-\omega/s}\,e^{2\pi\Delta(\omega)/\omega_c}\simeq1+\frac{2\pi}{\omega_c}\langle\Delta\rangle ,\tag{38}$$

where $2\pi TA_{\rm LK}\to\pi T/X=s$ has been used and $\langle\cdots\rangle$ is the average with weight $e^{-\omega/s}/s$. For an Einstein mode $\Omega_E\gg s$, $\lambda-\lambda(\nu)\simeq\lambda\nu^2/\Omega_E^2$, $\Delta=\lambda\omega^3/3\Omega_E^2$, $\langle\omega^3\rangle=6s^3$ and $2\pi s/\omega_c=1/(1+\lambda)$, so the excess is $[2\lambda/(1+\lambda)](s/\Omega_E)^2$. At fixed $\Sigma$, the LK form fails appreciably only when neither regime applies, that is at low temperature with the renormalised cyclotron energy $\omega_c/(1+\lambda)$ comparable to or larger than a phonon energy; for $\lambda=1.5$ the estimate above gives an excess of about 5% already at $s=0.2\,\Omega_E$, that is $\omega_c/(1+\lambda)\approx1.3\,\Omega_E$.

At fixed self-energy, the leading term of the damping sum carries the mass factor $1+\lambda$ and the impurity Dingle factor but no phonon Dingle factor, and the deviation from the Lifshitz–Kosevich form is small at high temperature relative to $\omega_c$ or at low field relative to the phonon energies. It remains to reconcile this with the broadened levels seen at real frequencies and to work through a numerical example.
